# Saturation velocity from momentum and energy exchange with one optical-phonon mode, part 2

A constant force \(eF\) drives electrons of mass \(m\) through a crystal, where they absorb and emit optical phonons of energy \(\hbar\omega\). We ask whether their drift velocity \(v\) saturates at high field.

The electrons are non-degenerate and move in three dimensions in a parabolic band, \(E=p^2/2m\), with \(p\) the momentum. The \(x\) axis points along the force, and \(F\), \(v\) and \(e\) are positive. Every collision makes the direction of motion random. The phonons stay in equilibrium at the lattice temperature \(T\), with occupation

\[
N=\frac{1}{e^{\hbar\omega/kT}-1}.
\]

At a constant rate \(W\), absorption has the rate \(NW\) and emission \((N+1)W\), the latter only for \(E\ge\hbar\omega\). For hot electrons the momentum and energy balances then hold together only at the velocity and field

\[
v_s=\sqrt{\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2kT}} ,
\]

\[
eF_c=mW(2N+1)v_s=W\sqrt{m\hbar\omega(2N+1)} .
\]

Far above \(\hbar\omega\), the force makes electrons diffuse in energy, with an upward flux \(-gD\,df/dE\). Here \(f(E)\) is the isotropic part of the distribution, \(g\propto\sqrt E\) the density of states, and

\[
D=\frac{(eF)^2u^2\tau}{3},
\]

with speed \(u=\sqrt{2E/m}\) and mean time between collisions \(\tau=1/[W(2N+1)]\). Phonons carry a downward flux \(\hbar\omega Wgf\). In a steady state the total flux vanishes, which gives

\[
f\propto E^{-\alpha},\qquad \alpha=\frac32\left(\frac{F_c}{F}\right)^2 .
\]

The fraction of electrons above \(E\), written \(P(>E)\) in the list of numbers, falls as \(E^{3/2-\alpha}\). From \(F_c\) upward no normalizable steady distribution exists. Hot electrons gain energy at the net rate \(\hbar\omega W[(F/F_c)^2-1]\).

The list of numbers also covers simulations at constant rate. In the test of zero net heating, electrons started at \(30\hbar\omega\), and the force was sought at which their mean energy neither rose nor fell. Its reduced units are \(W\sqrt{m\hbar\omega}\) for force, \(\sqrt{\hbar\omega/m}\) for velocity and \(\hbar\omega\) for \(kT\). The run at \(F=0.7F_c\) had \(kT=0.410\,\hbar\omega\), and its tail exponent, given as a magnitude, was taken between \(20\hbar\omega\) and \(80\hbar\omega\).

## Saturation when the collision rate rises with energy

The symbols carry over: \(m\) is the electron mass, \(\hbar\omega\) the phonon energy, \(N\) the phonon occupation at lattice temperature \(T\), \(eF\) the force, \(v\) the drift velocity, \(f(E)\) the isotropic part of the distribution and \(g\propto\sqrt E\) the density of states. For a constant rate \(W\), hot electrons satisfy \(eF=mW(2N+1)v\) and \(eFv=\hbar\omega W\). Both hold at the field \(F_c=W\sqrt{m\hbar\omega(2N+1)}/e\), with the velocity

\[
v_s=\sqrt{\frac{\hbar\omega}{m(2N+1)}}
=\sqrt{\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2kT}} .
\]

Above \(F_c\) the electrons run away, because the loss of energy to phonons does not increase as they get hotter. If the rate rises with energy, heating brings its own remedy: the electrons heat up until their collision rate suits the field. The quantity that adjusts is then \(W\), and the velocity can stay where it is.

Let absorption have the rate \(Nw(E)\) and emission the rate \((N+1)w(E)\), with

\[
w(E)=aE^s,\qquad s>0,
\]

and consider fields so high that nearly all electrons have \(E\gg\hbar\omega\). With angle brackets for averages over the electrons, the two balances become

\[
eF=m(2N+1)\langle w v_x\rangle,\qquad eFv=\hbar\omega\langle w\rangle .
\]

Multiplying the first by \(v\), equating it to the second and solving for \(v^2\) gives

\[
v^2=v_s^2\,\frac{\langle w\rangle v}{\langle wv_x\rangle} .
\]

If \(w\) is the same for all electrons, then \(\langle wv_x\rangle=\langle w\rangle v\) and \(v=v_s\). Otherwise the result depends on how the current is shared among electrons of different energies, and the distribution is needed.

It follows from the same condition of zero flux in energy. The mean time between collisions is now \(\tau=1/[(2N+1)aE^s]\), so the diffusion coefficient in energy is

\[
D=\frac{(eF)^2}{3}\,\frac{2E}{m}\,\tau=\frac{2(eF)^2E^{1-s}}{3ma(2N+1)} .
\]

The downward flux due to phonons is \(\hbar\omega\,aE^s gf\). Setting \(-D\,df/dE=\hbar\omega aE^sf\) and dividing by \(Df\) gives

\[
\frac1f\frac{df}{dE}=-AE^{2s-1},\qquad
A=\frac{3m\hbar\omega a^2(2N+1)}{2(eF)^2} .
\]

The power \(2s-1\) comes from \(E^s\) in the loss and \(E^{1-s}\) in the diffusion coefficient. Integration yields

\[
f\propto\exp\left(-\frac{A}{2s}E^{2s}\right).
\]

For every positive \(s\) this falls off faster than any power of \(E\). It can be normalized at every field, so the runaway is gone.

The average of \(E^s\) is the ratio of two integrals of the form \(\int_0^\infty E^{1/2+q}f\,dE\), with \(q=s\) above and \(q=0\) below. Substitute \(y=AE^{2s}/2s\). Then \(dy/y=2s\,dE/E\), so \(dE=E\,dy/(2sy)\), and \(E=(2sy/A)^{1/2s}\). Hence

\[
\int_0^\infty E^{1/2+q}e^{-y}\,dE
=\frac1{2s}\int_0^\infty E^{3/2+q}e^{-y}\,\frac{dy}{y}
=\frac1{2s}\left(\frac{2s}{A}\right)^{\frac{3/2+q}{2s}}
\Gamma\!\left(\frac{3/2+q}{2s}\right).
\]

For \(q=0\) the argument of the gamma function is \(3/(4s)\), and \(q=s\) adds \(1/2\) to it. In the ratio the prefactor \(1/2s\) cancels and a factor \((2s/A)^{1/2}\) remains:

\[
\langle E^s\rangle=\sqrt{\frac{2s}{A}}\;
\frac{\Gamma\!\left(\frac{3}{4s}+\frac12\right)}{\Gamma\!\left(\frac{3}{4s}\right)} .
\]

Now use the energy balance, \(v=\hbar\omega a\langle E^s\rangle/(eF)\). Inserting \(A\),

\[
\frac{\hbar\omega a}{eF}\sqrt{\frac{2s}{A}}
=\frac{\hbar\omega a}{eF}\sqrt{\frac{4s(eF)^2}{3m\hbar\omega a^2(2N+1)}}
=\sqrt{\frac{4s}{3}}\sqrt{\frac{\hbar\omega}{m(2N+1)}} .
\]

Both the force and the coupling constant \(a\) have cancelled, and

\[
v=C(s)\,v_s,\qquad
C(s)=\sqrt{\frac{4s}{3}}\;
\frac{\Gamma\!\left(\frac{3}{4s}+\frac12\right)}{\Gamma\!\left(\frac{3}{4s}\right)} .
\]

This is a true saturation velocity: within the model, and to leading order in \(\hbar\omega/E\), it is the same at all high fields. The cancellation has a simple cause. Since \(A\propto F^{-2}\), the mean rate \(\langle w\rangle\) grows in proportion to \(F\). The power taken from the field, \(eFv\), and the power given to phonons, \(\hbar\omega\langle w\rangle\), then grow together at constant \(v\).

The factor \(C\) is below 1 for every \(s>0\). The logarithm of the gamma function is strictly convex, so with \(x=3/(4s)\) one has \(\Gamma(x+\tfrac12)^2<\Gamma(x)\Gamma(x+1)=x\Gamma(x)^2\). Therefore \(C<\sqrt{4s/3}\,\sqrt x=1\). By the relation for \(v^2\) above, this means \(\langle wv_x\rangle>\langle w\rangle v\): the current is carried more by energetic electrons, which collide more often, than an even sharing would have it.

For small \(s\) the argument \(x\) is large, where \(\Gamma(x+\tfrac12)/\Gamma(x)\approx\sqrt x\,(1-1/8x)\). This gives \(C\approx1-s/6\), which tends to 1. The formula \(v_s\) is thus the saturation velocity in the limit of a rate that rises ever more slowly with energy. Values of the full expression are 0.9917 for \(s=0.05\), 0.9594 for \(s=0.25\), 0.9213 for \(s=0.5\) and 0.8541 for \(s=1\).

The limit joins on to the runaway at constant rate. The substitution above shows that \(y=AE^{2s}/2s\) has a gamma distribution with mean \(3/(4s)\), so that \(\langle E^{2s}\rangle=3/(2A)\). Inserting \(A\) gives \(\sqrt{\langle w^2\rangle}=eF/\sqrt{m\hbar\omega(2N+1)}\), the rate demanded by the field. A typical energy is the one at which \(w(E)\) has this value. Let \(F_1\) be the critical field computed with the rate at one quantum, \(W=w(\hbar\omega)\). Then \((E/\hbar\omega)^s=F/F_1\), or

\[
E\sim\hbar\omega\left(\frac{F}{F_1}\right)^{1/s}.
\]

When \(s\) is small, the power \(1/s\) is large. The typical energy then rises extremely steeply as the field passes \(F_1\), which becomes the runaway as \(s\to0\). The energies also scatter widely: the relative width of \(y\) is \(\sqrt{4s/3}\), so the width of \(\ln E\) is about \(1/\sqrt{3s}\), and the mean energy lies far above the typical one. The plateau is then close to \(v_s\), but well above \(F_1\) it requires energies beyond the end of any real band.

The case \(s=1/2\) has a direct physical meaning. If the coupling to the phonon does not depend on its wave vector, the collision rate is proportional to the density of final states, which in three dimensions goes as the square root of the final energy. The rates are then \(Na\sqrt{E+\hbar\omega}\) and \((N+1)a\sqrt{E-\hbar\omega}\). Expanding the roots for \(E\gg\hbar\omega\), their sum is \((2N+1)a\sqrt E-a\hbar\omega/(2\sqrt E)\), and emission minus absorption is \(a\sqrt E-(2N+1)a\hbar\omega/(2\sqrt E)\). The corrections are smaller than the leading terms by a factor of order \(\hbar\omega/E\), so the high-field limit is that of \(w=a\sqrt E\). Here \(f\propto e^{-AE}\) is a Maxwell distribution with electron temperature \(T_e\) given by \(kT_e=1/A\). With \(\Gamma(2)=1\) and \(\Gamma(3/2)=\sqrt\pi/2\),

\[
C\left(\tfrac12\right)=\sqrt{\frac23}\,\frac{2}{\sqrt\pi}=\sqrt{\frac{8}{3\pi}}\approx0.921 .
\]

The mean energy is \(\tfrac32kT_e=3/(2A)\). With \(a^2\hbar\omega=w(\hbar\omega)^2\) this equals \(\hbar\omega(F/F_1)^2\). In the parabolic band the mean energy thus grows as the square of the field while the drift velocity stands still. A saturated velocity therefore does not mean that the electrons have stopped heating.

Collisions that conserve energy can be added easily. Let elastic, randomizing collisions have the rate \(r(2N+1)w(E)\). They multiply the total rate of momentum loss by \(1+r\) and leave the energy loss unchanged. In the derivation \(2N+1\) enters only through the momentum loss, so it is replaced by \((1+r)(2N+1)\), and the velocity becomes \(C(s)v_s/\sqrt{1+r}\).

For a worked example take electrons in silicon at 300 K, with the rough values \(\hbar\omega=0.063\) eV and masses of 0.92 and 0.19 free-electron masses along and across the axis of a valley. Let the field lie along a \(\langle111\rangle\) axis, to which all six valleys are equally inclined. Velocity components across the field cancel in the sum over valleys. Along the field the inverse mass is the average of the three principal inverse masses:

\[
\frac{m}{m_0}=\frac{3}{1/0.92+2/0.19}=0.258 .
\]

The lattice temperature gives \(kT/\hbar\omega=0.4103\), hence \(N=0.0958\), \(2N+1=1.1916\) and \(\tanh(\hbar\omega/2kT)=0.8392\). With \(\sqrt{\hbar\omega/m}=2.071\times10^7\) cm/s,

\[
v_s=2.071\times10^7\times\sqrt{0.8392}=1.90\times10^7\ \text{cm/s},
\]

\[
C\left(\tfrac12\right)v_s=0.9213\times1.897\times10^7=1.75\times10^7\ \text{cm/s}.
\]

The coupling is set by the round value \(w(\hbar\omega)=10^{13}\) per second, which gives \(F_1=0.0332\) MV/cm. At a field of 0.1 MV/cm the leading-order mean energy is \(0.063\times(0.1/0.0332)^2=0.57\) eV. A simulation with the full final-state rates gave 0.65 eV and a velocity of \(0.890\,v_s\), or \(1.69\times10^7\) cm/s. At three times the field, with the other settings unchanged, the velocity was \(0.921\,v_s\) with a statistical error of 0.003, which agrees with the limit within that error. The shortfall of 3 to 4 per cent at the lower field is an effect of finite energy. Being of relative order \(\hbar\omega/E\), it falls as \(1/F^2\), so about 0.4 per cent of shortfall remains at the higher field, where the mean energy is already about 5 eV. For \(s=1\) the simulation gave \(0.852\,v_s\) against 0.854, and for \(s=1/2\) with \(r=0.5\), at the higher field, \(0.752\,v_s\), which agrees with \(0.9213/\sqrt{1.5}\) within the same error.

In real silicon the saturation velocity at room temperature is roughly \(10^7\) cm/s, so the simple formula is too high by nearly a factor of two. The field of 0.3 MV/cm is roughly where a long region of lightly doped silicon breaks down, and it served only to reach the limit of the model. One assumption that clearly fails is the parabolic band. With \(E(1+\alpha_bE)=p^2/2m\) and the rough value \(\alpha_b=0.5\) per eV, the simulated velocity at 0.1 MV/cm falls from \(1.69\times10^7\) to \(1.33\times10^7\) cm/s and the mean energy to 0.27 eV. Acoustic phonons and phonons of low energy take momentum but little energy; treated as elastic with the round ratio \(r=0.5\), they lower the velocity further, to about \(1.1\times10^7\) cm/s. That this is near the real value is no proof of the model, since \(r\) and the coupling were chosen as round numbers. Nor are these two velocities high-field limits: the proof that the velocity does not depend on the field used the parabolic band, and in a non-parabolic band the velocity can still change with the field.

The other parameters and neglected effects differ widely in weight. Between 250 K and 400 K, \(v_s\) falls from \(1.96\times10^7\) to \(1.76\times10^7\) cm/s, if the other parameters are held fixed. The choice of mass matters more: the transverse mass alone would give \(2.21\times10^7\) cm/s and the longitudinal mass \(1.01\times10^7\) cm/s, so for other field directions the valleys must be treated separately. Degeneracy is negligible, since at \(10^{18}\) electrons per cm\(^3\) a Maxwell distribution with the mean energy of 0.27 eV would fill only about 0.2 per cent of the states at the band edge. Impact ionization needs electrons above the gap energy of about 1.12 eV. The parabolic band puts about a sixth of them there, the non-parabolic band less than 0.01 per cent, so the parabolic model cannot be used for the energetic tail.

Finally, the balances describe a steady state in a uniform field, and electrons need room to reach it. To gain the mean energy of 0.27 eV at 0.1 MV/cm without any loss they must travel 27 nm, if the small thermal energy at the start is neglected. Losses to phonons lengthen the path. In a high-field region of that length or shorter the electrons have not yet heated up to the collision rate that the field demands, and the saturation velocity is then no upper limit to their drift velocity.

## Numbers as computed

```
Phonon energy: 0.063 eV
Lattice temperature: 300 K
Longitudinal, transverse mass: 0.92, 0.19 m0
Conductivity mass: 0.258 m0
Coupling rate at E = phonon energy: 1.0e+13 1/s
Field: 0.10 MV/cm
kT/(phonon energy): 0.4103
Phonon occupation N: 0.0958
2N+1: 1.1916
tanh(phonon energy/2kT): 0.8392
sqrt(phonon energy/m): 2.071e+07 cm/s
Balance velocity v_s: 1.897e+07 cm/s
Critical field F_c at constant rate: 0.0332 MV/cm
C(s) at s = 0.05: 0.9917
C(s) at s = 0.25: 0.9594
C(s) at s = 0.50: 0.9213
C(s) at s = 1.00: 0.8541
C(1/2)*v_s: 1.748e+07 cm/s
Zero net heating, reduced units (simulated / formula):
  kT = 0.410: force 1.091 / 1.092, velocity 0.927 / 0.916
  kT = 1.000: force 1.466 / 1.471, velocity 0.687 / 0.680
Constant rate, F = 0.7 F_c:
  velocity/v_s: 0.848
  fraction below phonon energy: 0.371
  momentum loss/force: 1.0009
  power in, out (phonon energy*W): 0.5933, 0.5939
  tail exponent of P(>E), simulated: 1.38
  tail exponent of P(>E), formula: 1.56
Constant rate, F = 1.3 F_c, energy growth (phonon energy*W):
  simulated 0.692, formula 0.690
Growing rate, simulated velocity/v_s (standard error):
  s = 1/2, 0.1 MV/cm: 0.890 (0.002)
  s = 1/2, 0.3 MV/cm: 0.921 (0.003)
  s = 1: 0.852 (0.002)
  s = 1/2 with elastic ratio 0.5: 0.752 (0.003), formula 0.752
Silicon example at 0.1 MV/cm, simulated:
  parabolic: 1.69e+07 cm/s, mean energy 0.65 eV
  non-parabolic (0.5 1/eV): 1.33e+07 cm/s, mean energy 0.27 eV
  non-parabolic and elastic: 1.06e+07 cm/s, mean energy 0.22 eV
  fraction above 1.12 eV, parabolic: 1.7e-01
  fraction above 1.12 eV, non-parabolic: 7.3e-05
v_s with transverse mass: 2.21e+07 cm/s
v_s with longitudinal mass: 1.01e+07 cm/s
v_s at 250 K: 1.963e+07 cm/s
v_s at 400 K: 1.761e+07 cm/s
Band-edge occupancy at 1e+18 cm^-3, hot: 2.0e-03
Shortest heating distance, mean energy/(eF): 27 nm
```
